**Nottingham inversion: linear law, real barriers and corrections**

For a tunnelling probability D(W) = exp(−G₀ + W/d), the mean energy removed per emitted electron is −πkT cot(πkT/d), which changes sign at kT = d/2. Here W is the normal energy measured from the chemical potential, d is the energy over which D grows by a factor e, and T is the temperature. The program asserts the current and mean-energy formulas against direct integration in momentum space, and the inversion point against a numerical root. It also asserts the barrier slope and curvature against a directly integrated tunnelling action, and the first-order curvature correction against root finding at two small curvatures. Further assertions cover an Airy-function solution of the triangular barrier and the shift caused by thermopower. For a work function of 4.5 eV and a field of 5 V/nm, the output gives d = 0.2178 eV and a linear inversion temperature of 1264 K. The full image barrier inverts at 1242 K, and a rough thermopower of 20 µV/K lowers the linear value to 1204 K. The local field has the largest influence among the inputs varied: the linear inversion is 771 K at 3 V/nm and 1746 K at 7 V/nm.

## Check in Python

```python
# RESULT UNDER TEST: for tunnelling probability D(W) = exp(-G0 + W/d), the mean
# energy removed per field-emitted electron, relative to the chemical potential, is
#     mean = -pi kT cot(pi kT/d),   which changes sign at kT = d/2.
# W: energy of motion normal to the surface, from the chemical potential (eV)
# G: tunnelling exponent; H = phi - W: barrier height without image force (eV)
# d: energy over which D grows by e (eV); c: second derivative of G in H (1/eV^2)
# F: force on the electron (eV/nm, equal in number to the field in V/nm)
# A: image-force constant (eV nm); S: thermopower of the emitter metal (V/K)
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq
from scipy.special import expit, airy

e, m, h, hbar = const.e, const.m_e, const.h, const.hbar
kB = const.k / e                                  # eV/K
g = 2 * m * e / hbar**2 * 1e-18                   # 2m/hbar^2 in 1/(eV nm^2)
A_image = e / (16 * np.pi * const.epsilon_0) * 1e9

phi, F, E_F = 4.5, 5.0, 8.0                       # rough tungsten-like inputs
S, rho = 20e-6, 5e-8                              # rough V/K and ohm m (cold)


def barrier(H, F, A=A_image, n=400):
    """Exponent G, slope dG/dH and curvature from the angular integrals."""
    H = np.atleast_1d(np.asarray(H, float))[:, None]
    theta = (np.arange(n) + 0.5) * np.pi / n
    mid = H / (2 * F)
    half = np.sqrt(mid**2 - A / F + 0j)           # imaginary above barrier top
    root = np.sqrt(mid - half * np.cos(theta))
    dx_dH = (1 - mid / half * np.cos(theta)) / (2 * F)
    step = np.pi / n
    G = 2 * np.sqrt(g * F) * half[:, 0]**2 * (np.sin(theta)**2 / root).sum(1) * step
    slope = np.sqrt(g / F) * root.sum(1) * step
    curv = np.sqrt(g / F) * (dx_dH / (2 * root)).sum(1) * step
    return G.real, slope.real, curv.real


def mean_formula(kT, d):
    return -np.pi * kT / np.tan(np.pi * kT / d)


def current_formula(kT, d, G0):                   # A/m^2
    p = kT / d
    return (4 * np.pi * m * e / h**3 * (e * d)**2 * np.exp(-G0)
            * np.pi * p / np.sin(np.pi * p))


def numerical_mean(W, D):
    """Mean total energy as a function of kT for any transmission table D(W)."""
    P = CubicSpline(W, D).antiderivative()(W)

    def mean(kT):
        weight = expit(-W / kT) * P
        top = CubicSpline(W, W * weight).integrate(W[0], W[-1])
        return top / CubicSpline(W, weight).integrate(W[0], W[-1])
    return mean


G0, slope0, c = (v[0] for v in barrier(phi, F))
d = 1 / slope0
T_inv = d / (2 * kB)

# --- barrier exponent, slope and curvature against the directly integrated action
def action(H):
    disc = np.sqrt(H**2 - 4 * A_image * F)
    x1, x2 = (H - disc) / (2 * F), (H + disc) / (2 * F)
    U = lambda x: np.sqrt(max(H - F * x - A_image / x, 0.0))
    return 2 * np.sqrt(g) * quad(U, x1, x2, epsabs=1e-11, epsrel=1e-11, limit=300)[0]

dH = 0.02
Gm, Gc, Gp = action(phi - dH), action(phi), action(phi + dH)
assert abs(Gc / G0 - 1) < 1e-7
assert abs((Gp - Gm) / (2 * dH) / slope0 - 1) < 1e-4
assert abs((Gp - 2 * Gc + Gm) / dH**2 / c - 1) < 2e-3
d_tri = F / (2 * np.sqrt(g * phi))                # no image force
assert abs(barrier(phi, F, A=0.0)[1][0] * d_tri - 1) < 1e-4

# --- current and mean energy from the momentum-space definition (SI momenta)
nodes, wts = np.polynomial.legendre.leggauss(800)
p_max = np.sqrt(2 * m * e * (E_F + 12.0))
mom, wm = (nodes + 1) * p_max / 2, wts * p_max / 2
px, pt = mom[:, None], mom[None, :]
W_kin = px**2 / (2 * m * e) - E_F
E_tot = W_kin + pt**2 / (2 * m * e)
for p in (0.2, 0.5, 0.6):
    kT = p * d
    flux = (px / m * 2 * np.pi * pt * expit(-E_tot / kT)
            * np.exp(-G0 + W_kin / d) * wm[:, None] * wm[None, :])
    J_direct = 2 * e / h**3 * flux.sum()
    mean_direct = (E_tot * flux).sum() / flux.sum()
    assert abs(J_direct / current_formula(kT, d, G0) - 1) < 1e-6
    assert abs(mean_direct - mean_formula(kT, d)) < 1e-6

# --- inversion found by root search, symmetry there, and low-temperature law
W = np.linspace(-6.0, 4.4, 2081)
linear_mean = numerical_mean(W, np.exp(W / d))
kT_root = brentq(linear_mean, 0.3 * d, 0.65 * d)
assert abs(kT_root / (d / 2) - 1) < 1e-5
dist = lambda x: np.exp(x / d) * expit(-x / kT_root)
above, below = quad(dist, 0, 6)[0], quad(dist, -6, 0)[0]
frac_above = above / (above + below)
assert abs(frac_above - 0.5) < 1e-4
kT_low = 0.1 * d
assert abs(linear_mean(kT_low) + d - np.pi**2 * kT_low**2 / (3 * d)) < 1e-3 * d

# --- curvature law kT_inv = (d/2)(1 - c d^2): the relative error must vanish with c
u = np.linspace(-30.0, 25.0, 5501)                # energies in units of d
errors = []
for kappa in (0.005, 0.0025):
    t = brentq(numerical_mean(u, np.exp(u - kappa * u**2 / 2)), 0.4, 0.6, xtol=1e-13)
    errors.append((1 - 2 * t) / kappa - 1)
assert abs(errors[0]) < 0.03 and abs(errors[0] / errors[1] - 2) < 0.2

# --- full image barrier, transmission 1/(1+exp G), also above the barrier top
G_all = barrier(phi - W, F)[0]
full_mean = numerical_mean(W, expit(-G_all))
T_full = brentq(full_mean, 0.35 * d, 0.6 * d) / kB
T_curv = T_inv * (1 - c * d**2)
assert abs(T_full / T_curv - 1) < 0.01

# --- exact transmission of the triangular barrier by Airy functions
alpha = (g * F)**(1 / 3)
Ai, Aip, Bi, Bip = airy(alpha * (phi - W) / F)
k_in = np.sqrt(g * (E_F + W))
incident = ((Bi + 1j * Ai) - alpha * (Bip + 1j * Aip) / (1j * k_in)) / 2
D_exact = alpha / np.pi / (k_in * np.abs(incident)**2)
assert D_exact.max() <= 1 + 1e-9
T_tri = d_tri / (2 * kB)
T_tri_exact = brentq(numerical_mean(W, D_exact), 0.35 * d_tri, 0.6 * d_tri) / kB
T_tri_curv = T_tri * (1 - d_tri / (2 * phi))
# same barrier, same curvature, but exponential transmission without prefactor
G_tri = 4 / 3 * np.sqrt(g) / F * np.clip(phi - W, 0, None)**1.5
T_tri_wkb = brentq(numerical_mean(W, np.exp(-G_tri)), 0.35 * d_tri, 0.6 * d_tri) / kB
assert abs(T_tri_wkb / T_tri_curv - 1) < 0.01
# matching prefactor 4 sqrt(E H)/(E + H) changes the logarithmic slope of D
d_match = 1 / (1 / d_tri + 1 / (2 * E_F) - 1 / (2 * phi))
T_match = d_match / (2 * kB) * (1 - d_tri / (2 * phi))
assert abs(T_tri_exact / T_match - 1) < 0.01

# --- replacement electrons that bring heat -e S T each
p_S = np.arctan2(1.0, S / (np.pi * kB)) / np.pi
T_S = p_S * d / kB
T_S_root = brentq(lambda T: linear_mean(kB * T) + S * T, 0.6 * T_inv, 1.2 * T_inv)
assert abs(T_S_root / T_S - 1) < 1e-5 and T_S < T_inv

# --- worked example
top = phi - np.sqrt(4 * A_image * F)
print(f"work function (rough)            {phi:.2f} eV")
print(f"local field (rough)              {F:.2f} V/nm")
print(f"local field                      {F*10:.0f} MV/cm")
print(f"Fermi energy (stand-in)          {E_F:.1f} eV")
print(f"image constant A                 {A_image:.4f} eV nm")
print(f"barrier top above mu             {top:.3f} eV")
print(f"exponent G0                      {G0:.3f}")
print(f"d, triangular barrier            {d_tri:.4f} eV")
print(f"d, image barrier                 {d:.4f} eV")
print(f"kT at inversion, d/2             {d/2:.4f} eV")
print(f"inversion temperature, linear    {T_inv:.0f} K")
print(f"fraction emitted above mu there  {frac_above:.4f}")
print("T (K), p, mean energy linear (eV), mean energy full barrier (eV):")
for T in (300.0, 900.0, T_inv, 1500.0):
    lin, full = mean_formula(kB * T, d), full_mean(kB * T)
    print(f"  {T:6.0f}  {kB*T/d:.4f}  {lin:+.4f}  {full:+.4f}")
J300 = current_formula(kB * 300, d, G0)
J_inv = current_formula(d / 2, d, G0)
J1500 = current_formula(kB * 1500, d, G0)
q300 = J300 * mean_formula(kB * 300, d)
q1500 = J1500 * mean_formula(kB * 1500, d)
print(f"J at 300 K, linear               {J300/1e4:.3e} A/cm2")
print(f"J at inversion, linear           {J_inv/1e4:.3e} A/cm2")
print(f"J at 1500 K, linear              {J1500/1e4:.3e} A/cm2")
print(f"heat removed at 300 K            {q300/1e4:+.3e} W/cm2")
print(f"heat removed at 1500 K           {q1500/1e4:+.3e} W/cm2")
L_joule = -mean_formula(kB * 300, d) / (J300 * rho)
print(f"cold resistivity (rough)         {rho*1e8:.1f} uohm cm")
print(f"wire length of equal Joule heat  {L_joule*1e3:.2f} mm")
print(f"curvature c                      {c:.4f} 1/eV2")
print(f"c d^2                            {c*d**2:.4f}")
print(f"inversion with curvature         {T_curv:.0f} K")
print(f"inversion, full image barrier    {T_full:.0f} K")
print(f"triangular: linear inversion     {T_tri:.0f} K")
print(f"triangular: with curvature       {T_tri_curv:.0f} K")
print(f"triangular: exponential D        {T_tri_wkb:.0f} K")
print(f"triangular: exact waves          {T_tri_exact:.0f} K")
print(f"thermopower (rough)              {S*1e6:.0f} uV/K")
print(f"p at inversion with thermopower  {p_S:.4f}")
print(f"inversion with thermopower       {T_S:.0f} K")
for phi_facet in (4.2, 4.8):
    T_facet = 1 / barrier(phi_facet, F)[1][0] / (2 * kB)
    print(f"linear inversion, phi {phi_facet:.1f} eV     {T_facet:.0f} K")
for field in (3.0, 7.0):
    T_field = 1 / barrier(phi, field)[1][0] / (2 * kB)
    print(f"linear inversion, {field:.0f} V/nm         {T_field:.0f} K")
print("all assertions hold")
```

Output:

```
work function (rough)            4.50 eV
local field (rough)              5.00 V/nm
local field                      50 MV/cm
Fermi energy (stand-in)          8.0 eV
image constant A                 0.3600 eV nm
barrier top above mu             1.817 eV
exponent G0                      7.581
d, triangular barrier            0.2300 eV
d, image barrier                 0.2178 eV
kT at inversion, d/2             0.1089 eV
inversion temperature, linear    1264 K
fraction emitted above mu there  0.5000
T (K), p, mean energy linear (eV), mean energy full barrier (eV):
     300  0.1187  -0.2076  -0.1959
     900  0.3561  -0.1184  -0.1059
    1264  0.5000  +0.0000  +0.0086
    1500  0.5934  +0.1228  +0.1173
J at 300 K, linear               4.010e+05 A/cm2
J at inversion, linear           6.154e+05 A/cm2
J at 1500 K, linear              7.630e+05 A/cm2
heat removed at 300 K            -8.326e+04 W/cm2
heat removed at 1500 K           +9.366e+04 W/cm2
cold resistivity (rough)         5.0 uohm cm
wire length of equal Joule heat  1.04 mm
curvature c                      0.4357 1/eV2
c d^2                            0.0207
inversion with curvature         1238 K
inversion, full image barrier    1242 K
triangular: linear inversion     1335 K
triangular: with curvature       1301 K
triangular: exponential D        1305 K
triangular: exact waves          1319 K
thermopower (rough)              20 uV/K
p at inversion with thermopower  0.4765
inversion with thermopower       1204 K
linear inversion, phi 4.2 eV     1301 K
linear inversion, phi 4.8 eV     1229 K
linear inversion, 3 V/nm         771 K
linear inversion, 7 V/nm         1746 K
all assertions hold
```
